# The STO-3G Hartree-Fock calculation for H2, step by step

**Question**

I am trying to do the Roothaan-Hall calculation for H₂ at a bond length of 1.4 bohr in the STO-3G basis. I am told to expect an overlap of 0.6593, orbital energies of -0.578 and 0.670 hartree, and a total energy of -1.117 hartree.

I am stuck in three places. I don't know how the integrals over the basis functions are done. I am told that the orbitals are "fixed by symmetry", but the Fock matrix depends on the orbitals, so don't I have to iterate? And when I double the lower orbital energy and add the nuclear repulsion, I don't get the total energy. What is missing?

**Answer**

Symmetry does replace the iteration here, and the missing piece is a repulsion energy that the doubled orbital energy counts twice. I use Hartree atomic units, with the protons fixed at distance \(R=1.4\) and both electrons, with opposite spins, in one spatial orbital.

**1. The basis**

Each proton carries one function, \(\phi_1\) or \(\phi_2\), of the form \(\phi=\sum_i d_i e^{-\alpha_i r^2}\), with \(r\) measured from its own proton. Here \(d_i=c_i(2\alpha_i/\pi)^{3/4}\), where \(c_i\) is the tabulated coefficient and the other factor normalizes the single Gaussian.

- \(\alpha_1=3.425251,\quad d_1=0.276934\)
- \(\alpha_2=0.623914,\quad d_2=0.267839\)
- \(\alpha_3=0.168855,\quad d_3=0.083474\)

**2. The integrals**

Take Gaussians with exponents \(a,b\) at \(\mathbf A,\mathbf B\), and let \(L=|\mathbf A-\mathbf B|\). Completing the square gives

\[
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\mu L^2,
\]
\[
p=a+b,\qquad \mu=\frac{ab}{p},\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p}.
\]

The product is therefore one Gaussian at \(\mathbf P\) times \(e^{-\mu L^2}\), and its integral is the overlap

\[
s=(\pi/p)^{3/2}e^{-\mu L^2}.
\]

*Kinetic energy.* Differentiation gives

\[
-\tfrac12\nabla^2e^{-br_B^2}=(3b-2b^2r_B^2)e^{-br_B^2}.
\]

Averaged over the product Gaussian, \(r_B^2\) is \(3/(2p)+|\mathbf P-\mathbf B|^2\), and \(|\mathbf P-\mathbf B|=aL/p\). Hence

\[
t=\left[3b-\frac{3b^2}{p}-\frac{2a^2b^2L^2}{p^2}\right]s=\mu(3-2\mu L^2)s,
\]

because \(b-b^2/p=ab/p=\mu\).

*Attraction to a proton at* \(\mathbf C\). Write \(1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du\). The space integral is then again an overlap:

\[
\int\frac{e^{-p|\mathbf r-\mathbf P|^2}}{|\mathbf r-\mathbf C|}d^3r
=\frac{2}{\sqrt\pi}\int_0^\infty\!\left(\frac{\pi}{p+u^2}\right)^{3/2}
e^{-\frac{pu^2}{p+u^2}|\mathbf P-\mathbf C|^2}du .
\]

Set \(v^2=u^2/(p+u^2)\). Then \(p+u^2=p/(1-v^2)\) and \(du=\sqrt p\,(1-v^2)^{-3/2}dv\), so the powers of \(1-v^2\) cancel:

\[
\int\frac{e^{-p|\mathbf r-\mathbf P|^2}}{|\mathbf r-\mathbf C|}d^3r=\frac{2\pi}{p}F_0(p|\mathbf P-\mathbf C|^2),\qquad F_0(x)=\int_0^1e^{-xv^2}dv .
\]

The attraction integral is minus this, times \(e^{-\mu L^2}\).

*Repulsion.* The last result is also the potential of a Gaussian charge. Multiply it by a second Gaussian \(e^{-q|\mathbf r-\mathbf Q|^2}\) and integrate over \(\mathbf r\):

\[
\frac{2\pi}{p}\int_0^1\left(\frac{\pi}{q+pv^2}\right)^{3/2}e^{-\frac{pqv^2}{q+pv^2}|\mathbf P-\mathbf Q|^2}dv .
\]

With \(w^2=(p+q)v^2/(q+pv^2)\) one has \(dw=q\sqrt{p+q}\,(q+pv^2)^{-3/2}dv\), and \(w\) also runs from 0 to 1. The result is

\[
\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\,F_0\!\left(\frac{pq}{p+q}|\mathbf P-\mathbf Q|^2\right),
\]

times the factor \(e^{-\mu L^2}\) of each product.

Each integral over \(\phi_1,\phi_2\) is a sum of such terms weighted by the \(d_i\). In the overlap, for example, the two widest Gaussians have \(p=0.33771\) and \(\mu=0.08443\), and contribute

\[
(0.083474)^2\left(\frac{\pi}{0.33771}\right)^{3/2}e^{-0.08443\times1.96}=0.1675 .
\]

All nine terms, with the equal off-diagonal ones paired, give

\[
\begin{aligned}
S={}&0.000830+0.155488+0.167548\\
&+2(0.018017+0.013781+0.135928)=0.6593 .
\end{aligned}
\]

The one-electron matrix \(h\) is kinetic energy plus attraction to both protons. I carry at least five decimals so that the arithmetic can be followed:

\[
h_{11}=0.76003-1.22661-0.65383=-1.12041,
\]
\[
h_{12}=0.236455-2(0.597417)=-0.95838 .
\]

Let \((ij|kl)\) be the repulsion between the charge densities \(\phi_i\phi_j\) and \(\phi_k\phi_l\). Reflection exchanges the labels 1 and 2, so four values suffice:

- \(A=(11|11)=0.77461\)
- \(B=(11|22)=0.56968\)
- \(C=(12|12)=0.29703\)
- \(D=(11|12)=0.44411\)

**3. The equation to solve**

For a real orbital \(\phi=\sum_i c_i\phi_i\), the electronic energy is

\[
E_{\rm el}=2\sum_{ij}c_ic_jh_{ij}+\sum_{ijkl}c_ic_jc_kc_l(ij|kl).
\]

Make this stationary with \(\sum_{ij}c_iS_{ij}c_j=1\), using the multiplier \(2\varepsilon\). Differentiating with respect to \(c_i\) and dividing by 4 gives

\[
\sum_j\Big[h_{ij}+\sum_{kl}(ij|kl)c_kc_l\Big]c_j=\varepsilon\sum_jS_{ij}c_j .
\]

With \(P_{kl}=2c_kc_l\), the Fock matrix is

\[
F_{ij}=h_{ij}+\sum_{kl}P_{kl}\left[(ij|kl)-\tfrac12(ik|jl)\right].
\]

Acting on the occupied \(c_j\), the sums over \((ij|kl)\) and \((ik|jl)\) are equal after relabelling. Half of one cancels half of the other, and \(Fc=\varepsilon Sc\) is the stationarity condition above. For the empty orbital the two sums differ: an electron there would repel both occupied electrons but exchange only with the one of equal spin.

**4. What symmetry fixes**

Suppose the density is reflection symmetric, so \(P_{11}=P_{22}\). The integrals do not change when 1 and 2 are exchanged, hence \(F_{11}=F_{22}\). The vectors \((1,\pm1)\) then solve \(Fc=\varepsilon Sc\), whatever the values of \(F_{11}\) and \(F_{12}\):

\[
F_{11}\pm F_{12}=\varepsilon(1\pm S).
\]

The squared norm of \(\phi_1\pm\phi_2\) is \(2\pm2S\), so

\[
g=\frac{\phi_1+\phi_2}{\sqrt{2(1+S)}},\qquad u=\frac{\phi_1-\phi_2}{\sqrt{2(1-S)}} .
\]

Occupying \(g\) gives back a symmetric density. The solution is self-consistent, and no coefficient is left to iterate.

**5. The numbers**

With \(g\) occupied, every element of the density matrix is \(P=1/(1+S)=0.60266\). Summing over \(k,l\):

\[
\begin{aligned}
F_{11}&=h_{11}+P\left[(A+2D+B)-\tfrac12(A+2D+C)\right]\\
&=h_{11}+P\left(\tfrac12A+D+B-\tfrac12C\right)\\
&=-1.12041+0.60266\times1.25257=-0.36554,\\[4pt]
F_{12}&=h_{12}+P\left[(2D+2C)-\tfrac12(2D+B+C)\right]\\
&=h_{12}+P\left(D+\tfrac32C-\tfrac12B\right)\\
&=-0.95838+0.60266\times0.60481=-0.59389 .
\end{aligned}
\]

The orbital energies follow:

\[
\varepsilon_g=\frac{-0.36554-0.59389}{1.65932}=-0.578,\qquad
\varepsilon_u=\frac{-0.36554+0.59389}{0.34068}=0.670 .
\]

In eV these are -15.73 and 18.24. The positive \(\varepsilon_u\) means that, in this basis and with \(g\) frozen, putting a third electron into \(u\) raises the energy.

**6. Why doubling \(\varepsilon_g\) fails**

Let \(h_g\) be the one-electron energy of \(g\), and \(J_{gg}\) the repulsion between two electrons in \(g\). Section 3 gives \(\varepsilon_g=h_g+J_{gg}\), but \(E_{\rm el}=2h_g+J_{gg}\). Each orbital energy contains the whole repulsion, so \(2\varepsilon_g\) counts it twice. Since

\[
g^2=\frac{\phi_1^2+\phi_2^2+2\phi_1\phi_2}{2(1+S)},
\]

its self-repulsion is

\[
J_{gg}=\frac{2A+2B+8D+4C}{4(1+S)^2}=0.67459 .
\]

Therefore

\[
E_{\rm el}=2\varepsilon_g-J_{gg}=-1.15641-0.67459=-1.8310,
\]
\[
E=E_{\rm el}+\frac1R=-1.8310+0.7143=-1.117\ \text{hartree},
\]

or -30.39 eV. This is the energy relative to separated protons and electrons at rest, not a binding energy.

**7. Is the symmetric solution the lowest?**

Self-consistency alone does not guarantee that. Apart from an overall phase, the most general normalized orbital in this basis is

\[
\phi=\sqrt{1-x}\,g+e^{i\delta}\sqrt x\,u,\qquad 0\le x\le1,
\]

with density

\[
|\phi|^2=(1-x)g^2+xu^2+2\sqrt{x(1-x)}\cos\delta\;gu .
\]

The product \(gu\) is odd under reflection, while \(g^2\) and \(u^2\) are even. Hence \(h\) does not mix \(g\) with \(u\), and \(gu\) has no net repulsion with \(g^2\) or \(u^2\). What remains is

\[
\begin{aligned}
E_{\rm el}(x,\delta)={}&2[h_g+x(h_u-h_g)]+(1-x)^2J_{gg}+x^2J_{uu}\\
&+2x(1-x)\left[J_{gu}+2K_{gu}\cos^2\delta\right].
\end{aligned}
\]

Here \(J_{gu}\) is the repulsion between \(g^2\) and \(u^2\), and \(K_{gu}\) is the self-repulsion of the charge density \(gu\). Expanding the densities as for \(J_{gg}\) gives

\[
J_{uu}=\frac{A+B-4D+2C}{2(1-S)^2}=0.69750,
\]
\[
J_{gu}=\frac{A+B-2C}{2(1-S^2)}=0.66356,\qquad
K_{gu}=\frac{A-B}{2(1-S^2)}=0.18126 .
\]

The one-electron energies are \(h_g=(h_{11}+h_{12})/(1+S)=-1.25280\) and \(h_u=(h_{11}-h_{12})/(1-S)=-0.47560\). Because \(K_{gu}>0\), dropping its term can only lower the energy. Collecting powers of \(x\) then gives

\[
\begin{aligned}
E_{\rm el}(x,\delta)\ge{}&E_{\rm el}(0)+2(h_u-h_g-J_{gg}+J_{gu})x\\
&+(J_{gg}+J_{uu}-2J_{gu})x^2\\
={}&E_{\rm el}(0)+1.532x+0.045x^2 .
\end{aligned}
\]

Both coefficients are positive, so \(x=0\) is the lowest doubly occupied orbital in this basis. The numerical check also runs the ordinary iteration with both electrons initially on one atom. The energy starts at -0.752 hartree, and the iteration converges to the same -1.117 hartree.

**8. Where the method fails**

The value -1.117 hartree belongs to one fixed function per atom and one doubly occupied orbital. It leaves out electron correlation, the flexibility of a larger basis, and nuclear motion. The first two shifts are larger than the digits quoted. At the same bond length, the cc-pVQZ basis gives a Hartree-Fock energy of -1.133 hartree and \(\varepsilon_g=-0.595\). Correlation lowers the energy to -1.137 hartree in STO-3G and to -1.174 hartree in cc-pVQZ. The empty-orbital energy is set mostly by the basis: the lowest one falls from 0.670 to 0.148 in cc-pVQZ and to 0.053 in aug-cc-pVTZ, so 18.24 eV is not a property of the molecule.

Stretching the bond exposes the restriction to one orbital. As \(R\to\infty\) with the same basis functions, \(S,B,C,D\to0\), so \(J_{gg}\to A/2\). The energy then tends to that of two separate atoms in this basis plus \(A/2=0.387\) hartree. The excess arises because \(g(1)g(2)\) puts both electrons on the same atom with probability one half, even when the atoms are far apart.

## Values computed for the example and the checks

```
bond length R = 1.4 bohr
Gaussian 1: exponent 3.425251 bohr^-2, c 0.154329, d 0.276934 bohr^-3/2
Gaussian 2: exponent 0.623914 bohr^-2, c 0.535328, d 0.267839 bohr^-3/2
Gaussian 3: exponent 0.168855 bohr^-2, c 0.444635, d 0.083474 bohr^-3/2
self-overlap before final normalization = 0.99999999
S12 terms, row 1: 0.000830 0.018017 0.013781
S12 terms, row 2: 0.018017 0.155488 0.135928
S12 terms, row 3: 0.013781 0.135928 0.167548
overlap S12 = 0.659318
T11 = 0.760032 hartree
T12 = 0.236455 hartree
V11, own proton = -1.226614 hartree
V11, other proton = -0.653827 hartree
V12, each proton = -0.597417 hartree
h11 = -1.120409 hartree
h12 = -0.958380 hartree
A = (11|11) = 0.774606 hartree
B = (11|22) = 0.569676 hartree
C = (12|12) = 0.297029 hartree
D = (11|12) = 0.444108 hartree
F11 = -0.365537 hartree
F12 = -0.593885 hartree
orbital energy g = -0.578203 hartree
orbital energy u = 0.670268 hartree
electronic energy = -1.831000 hartree
nuclear repulsion = 0.714286 hartree
total energy = -1.116714 hartree
twice orbital energy g = -1.156406 hartree
h_g = -1.252797 hartree
h_u = -0.475602 hartree
J_gg = 0.674594 hartree
J_uu = 0.697495 hartree
J_gu = 0.663564 hartree
K_gu = 0.181258 hartree
initial slope of lower bound = 1.532329 hartree
quadratic coefficient of lower bound = 0.044961 hartree
total energy, one-atom start = -0.751926 hartree
total energy, converged iteration = -1.116714 hartree
density-matrix element P = 0.602657
coefficient in g = 0.548934
coefficients in u = 1.211464, -1.211464
iteration cycles to density change below 1e-10 = 11
orbital energies = -15.734, 18.239 eV
total energy = -30.387 eV
```
